# Deep-Level Pinning and the Ideal Vacancy in a Crystal, part 1

(Sections cited here and not found follow in the second part.)

## First half: one orbital and one potential

**Q.** A foreign atom replaces a host atom, and I raise its on-site energy without limit. I would expect its level to rise without limit too. What could be left in the gap?

**A.** Let us fix the model before taking a limit. One electron moves in the mean field of a perfect crystal. Its Hamiltonian $H$ is Hermitian and is written in an orthonormal basis of localized orbitals $|i\rangle$. The orbital $|0\rangle$ belongs to the site that will be changed. The host has a gap between the valence top $E_v$ and the conduction bottom $E_c$. The foreign atom changes one matrix element and nothing else:

$$H_V=H+V|0\rangle\langle0| .$$

A positive $V$ repels the electron from the site, and a negative $V$ attracts it. Hoppings, neighbours and atomic positions stay as they were. A gap level is a normalizable $\psi$ with $H_V\psi=E\psi$ and $E_v<E<E_c$.

**Q.** That is an eigenvalue problem for an infinite matrix. How do you get an answer out of it?

**A.** The change is confined to one orbital, so the infinite part can be inverted once, for the host alone. Write $\psi_0=\langle0|\psi\rangle$ and move the host part to the left:

$$(E-H)\psi=V\psi_0|0\rangle .$$

No host eigenvalue lies in the gap, so the inverse $G(E)=(E-H)^{-1}$ exists there. Apply it to both sides:

$$\psi=V\psi_0\,G(E)|0\rangle .$$

Now take the component along $|0\rangle$, with the short name $g(E)=\langle0|G(E)|0\rangle$ for the site Green function:

$$\psi_0=V\psi_0\,g(E).$$

If $\psi_0$ were zero, the line before would give $\psi=0$, which is no state. So $\psi_0$ may be divided out:

$$g(E)=\frac1V .$$

**Q.** You have shown that a level must satisfy this equation. Does every solution give a level?

**A.** Yes. Suppose $g(E)=1/V$ at some $E$ in the gap, and define $\psi=G(E)|0\rangle$. Its component on the site is $\psi_0=g(E)=1/V$. By the definition of $G$,

$$(E-H)\psi=|0\rangle=V\psi_0|0\rangle ,$$

which is the eigenvalue equation again. The squared norm is $\langle0|G^2|0\rangle$, because $G$ is Hermitian at real $E$ in the gap. If $d$ is the distance from $E$ to the nearer band edge, no eigenvalue of $G^2$ exceeds $1/d^2$, so the norm is finite. Every solution is proportional to $G|0\rangle$, so each root carries one state per spin.

**Q.** Then I let $V$ go to infinity and you will tell me that $g(E)=0$. But an equation with a zero on the right is only a formal limit. Is there a physical system behind it?

**A.** There is, and it can be treated without any limit. Remove the orbital $|0\rangle$ from the basis and leave everything else in place. This is the ideal vacancy of a host with one orbital per site: nothing relaxes and no charge rearranges. Let $Q=1-|0\rangle\langle0|$ project on the remaining orbitals. The vacancy Hamiltonian is $h=QHQ$, acting on states $\phi$ with $\langle0|\phi\rangle=0$.

Let $\phi$ be a vacancy state at energy $E$ in the gap, so that $h\phi=E\phi$. Since $Q\phi=\phi$, this says

$$Q(E-H)\phi=0 .$$

The vector $(E-H)\phi$ therefore has no component on the remaining orbitals. It can point along $|0\rangle$ alone:

$$(E-H)\phi=c\,|0\rangle,\qquad c=-\langle0|H|\phi\rangle .$$

The value of $c$ follows by projecting on $|0\rangle$, where the term $E\langle0|\phi\rangle$ vanishes. Apply $G$ to get $\phi=c\,G|0\rangle$. The constant $c$ cannot be zero, because then $\phi$ would be zero. Finally use the condition that the orbital is absent:

$$0=\langle0|\phi\rangle=c\,g(E)\quad\Longrightarrow\quad g(E)=0 .$$

**Q.** And the converse?

**A.** Suppose $g(E)=0$ in the gap, and take $\phi=G|0\rangle$. It is not zero, because $(E-H)\phi=|0\rangle$ is not zero. Its component on the site is $g(E)=0$, so it belongs to the vacancy space. Projecting $(E-H)\phi=|0\rangle$ with $Q$ removes the right-hand side and leaves $h\phi=E\phi$. So the vacancy levels in the gap are exactly the zeros of $g$ in the gap. No infinite potential has entered this argument.

**Q.** I am still free to doubt that the impurity level goes to that zero. There might be several zeros, or none.

**A.** Several are impossible. Differentiate $(E-H)G=1$ with respect to $E$:

$$G+(E-H)\frac{dG}{dE}=0\quad\Longrightarrow\quad\frac{dG}{dE}=-G^2 .$$

The diagonal element on the site is

$$g'(E)=-\langle0|G^2|0\rangle=-\big\|G|0\rangle\big\|^2<0 .$$

So $g$ falls strictly throughout the gap and takes each value at most once. There is at most one vacancy level, and at most one impurity level for a given $V$.

None is possible, however. Let $\rho(\varepsilon)$ be the host density of states projected on $|0\rangle$, with total weight one. Then

$$g(E)=\int\frac{\rho(\varepsilon)}{E-\varepsilon}\,d\varepsilon .$$

States below $E$ contribute positively and states above $E$ negatively. The vacancy level lies where the two contributions cancel. Since $g$ is continuous and falling, a zero exists inside the gap if and only if

$$g(E_v^+)>0>g(E_c^-),$$

where the arguments mean limits taken from inside the gap.

**Q.** Close to the valence top the nearest states have tiny denominators. Does that not force $g$ to be large and positive there?

**A.** It depends on dimension. Take a parabolic band edge on which $|0\rangle$ has nonzero weight. At distance $x$ from the edge the projected density in $D$ dimensions behaves as $x^{D/2-1}$. Its contribution to $g$ at the edge is

$$\int_0 \frac{x^{D/2-1}}{x}\,dx=\int_0x^{D/2-2}\,dx .$$

This diverges for $D=1$ and $D=2$. With such edges on both sides of the gap, $g$ runs from $+\infty$ to $-\infty$ and a zero is certain. In three dimensions the integrand is $x^{-1/2}$ and the integral is finite, so nothing is certain.

Here is how the zero can be lost. Let a fraction $w$ of the orbital's weight lie in the valence bands. Then

$$g(E)=wA(E)-(1-w)B(E),$$

where $A$ is the average of $1/(E-\varepsilon)$ over the valence weight and $B$ is the average of $1/(\varepsilon-E)$ over the conduction weight. Both are positive in the gap, and $B(E_c)$ is finite in three dimensions. If $w$ is so close to one that $wA(E_c)>(1-w)B(E_c)$, then $g$ is positive at the upper edge. Since it falls with $E$, it is positive everywhere in the gap. An orbital that is almost filled in the host may thus have no vacancy level in the gap.

**Q.** What does the impurity level do in that case when $V$ grows?

**A.** It crosses the gap and leaves. With $g$ positive up to $E_c$, the equation $g=1/V$ can be solved as long as $1/V$ lies between $g(E_c)$ and $g(E_v)$. When $V$ reaches $1/g(E_c)$, the level arrives at the conduction edge, and for larger $V$ there is no gap level. The claim that an infinite potential pins a level in the gap is therefore conditional. It holds if $g$ has a zero there.

**Q.** Grant the zero. Show me the approach to it, with signs.

**A.** Call the zero $E_{\rm vac}$. On the gap $g$ is continuous and strictly falling, so it has a continuous inverse function. The level is the inverse function taken at $1/V$, and it tends to the inverse function taken at zero, which is $E_{\rm vac}$. This works for $V\to+\infty$ and for $V\to-\infty$ alike.

For the rate, put $x=1/V$ and $E=E_{\rm vac}+\delta$. Expand $g$ about its zero, with derivatives taken at $E_{\rm vac}$:

$$g'\delta+\tfrac12g''\delta^2+\dots=x .$$

Insert $\delta=ax+bx^2$ and compare powers of $x$. The first power gives $g'a=1$. The second gives $g'b+\tfrac12g''a^2=0$. Hence $a=1/g'$ and $b=-g''/(2g'^3)$, so

$$E(V)=E_{\rm vac}+\frac{1}{V\,g'(E_{\rm vac})}-\frac{g''(E_{\rm vac})}{2\,g'(E_{\rm vac})^3\,V^2}+\dots$$

Because $g'$ is negative, a repulsive potential has its level below $E_{\rm vac}$ and an attractive one has it above.

**Q.** That looks backwards. Repulsion should push levels up.

**A.** It does. Follow the level as $V$ increases. Differentiate $g(E(V))=1/V$:

$$g'\frac{dE}{dV}=-\frac1{V^2}\quad\Longrightarrow\quad\frac{dE}{dV}=\frac{1}{V^2|g'|}>0 .$$

For positive $V$ the level leaves the valence band when $V$ exceeds $1/g(E_v)$ and rises towards $E_{\rm vac}$. For negative $V$ it leaves the conduction band when $V$ drops below $1/g(E_c)$. As the attraction becomes stronger it sinks towards $E_{\rm vac}$. The two branches meet at the same energy, because $1/V$ passes through zero smoothly while $V$ jumps from one infinity to the other.

**Q.** An electron in the gap level still touches a site whose energy is infinite. Why is the energy of the state finite?

**A.** Because it stops touching the site, and fast enough. The normalized state is

$$\psi=\frac{G|0\rangle}{\sqrt{\langle0|G^2|0\rangle}}=\frac{G|0\rangle}{\sqrt{|g'|}} .$$

Its weight on the impurity orbital is

$$p_0=\frac{g^2}{|g'|}=\frac{1}{V^2|g'(E)|},$$

where $g=1/V$ was used. The potential energy in the state is $Vp_0=1/(V|g'|)$, which vanishes in the limit. In the limit itself the state has a node on the site and lives on the surrounding atoms. The weight $p_0$ also equals the derivative $dE/dV$ found above. That is the meaning of pinning: a state with little weight on the site hardly responds to a further change of the site's energy.

**Q.** Then where has my runaway level gone? I was sure there was one.

**A.** It exists, outside the gap. Split an eigenstate of $H_V$ into its amplitude $\psi_0$ and the rest $\chi=Q\psi$. With $\varepsilon_0=\langle0|H|0\rangle$, the two parts of the eigenvalue equation are

$$(E-\varepsilon_0-V)\psi_0=\langle0|H|\chi\rangle,\qquad(E-h)\chi=QH|0\rangle\psi_0 .$$

Far outside the bands $E-h$ can be inverted. Solve the second equation for $\chi$, insert it in the first and divide by $\psi_0$:

$$E=V+\varepsilon_0+\langle0|HQ(E-h)^{-1}QH|0\rangle .$$

For large $|E|$ the inverse is $1/E$ to leading order, and $E$ itself is $V$ to leading order. Therefore

$$E=V+\varepsilon_0+\frac{M_2}{V}+O(V^{-2}),\qquad M_2=\sum_{i\neq0}|H_{i0}|^2 .$$

This expelled state is nearly the bare orbital $|0\rangle$. All other eigenstates must be orthogonal to it, so they are pushed into the space of the remaining orbitals, which is the vacancy space. The sign of $V$ decides whether the expelled state goes up or down. It does not matter for what is left behind.

**Q.** Can I see all of this in a case small enough for pencil and paper?

**A.** Take a host of two orbitals with zero on-site energy and hopping $-t$. Its eigenvalues are $-t$ and $+t$, each with half its weight on $|0\rangle$, and the interval between them plays the part of the gap. Then

$$g(E)=\frac{1/2}{E+t}+\frac{1/2}{E-t}=\frac{E}{E^2-t^2} .$$

The zero is at $E=0$. Deleting $|0\rangle$ leaves one orbital with energy zero, as it should. The condition $g=1/V$ becomes $E^2-VE-t^2=0$, with the roots

$$E=\frac{V\pm\sqrt{V^2+4t^2}}{2} .$$

For large positive $V$ the square root is $V+2t^2/V$ to this order. The roots are $V+t^2/V$ and $-t^2/V$. The first is the expelled state, with $\varepsilon_0=0$ and $M_2=t^2$. The second is the pinned level. The general law predicts $1/(Vg'(0))$. The derivative is

$$g'(E)=\frac{(E^2-t^2)-2E^2}{(E^2-t^2)^2},\qquad g'(0)=-\frac1{t^2},$$

so the prediction is $-t^2/V$, in agreement.

**Q.** You insisted on an orthonormal basis. Atomic orbitals on neighbouring atoms overlap. Does the result fall with that assumption?

**A.** The equality survives if the change is still one matrix element. Let $S$ be the overlap matrix, which is positive definite, and let $u$ be the column of expansion coefficients. The equation becomes $(ES-H)u=Vu_0e_0$, where $e_0$ is the unit column for orbital $0$. With $G=(ES-H)^{-1}$ the algebra runs as before, both for finite $V$ and for deletion. The derivative becomes $dG/dE=-GSG$, whose diagonal element is still negative. What is lost is the reading of $u_0^2$ as a weight. A real foreign atom in an overlapping basis would also change the elements between the site and its neighbours, and then the single-element model no longer describes it.

## Second half: several orbitals, and a silicon-like host

The symbols carried over are these. $H$ is the host Hamiltonian, $G(E)=(E-H)^{-1}$ is its Green function at an energy in the gap, and $g=\langle0|G|0\rangle$ is the element on the changed orbital. A potential $V$ on that orbital gives a gap level where $g(E)=1/V$. The ideal vacancy has its level at the zero $E_{\rm vac}$ of $g$, if the gap contains one. For strong potentials $E(V)\approx E_{\rm vac}+1/(Vg')$ with $g'<0$, and the weight on the changed orbital is $p_0=1/(V^2|g'|)=dE/dV$.

**Q.** A silicon atom has an $s$ orbital and three $p$ orbitals at least. Removing the atom removes all of them. Your single orbital is then not a vacancy.

**A.** Correct, and the general condition is a matrix one. Let $a,b$ label the orbitals of the site, let $V_b$ be the shift of orbital $b$, and let $c_b=\langle b|\psi\rangle$. The same rearrangement as before gives

$$\psi=\sum_bG|b\rangle V_bc_b .$$

Project on $|a\rangle$ and write $u_b=V_bc_b$, so that $c_a=u_a/V_a$:

$$\sum_b\left(G_{ab}-\frac{\delta_{ab}}{V_b}\right)u_b=0 .$$

A level needs a nonzero solution $u$, so the determinant of the bracket must vanish. If every $V_b$ becomes infinite, the condition turns into $\det G_{ab}(E)=0$ over the orbitals of the site.

For the vacancy itself, $(E-H)\phi$ can have components on the deleted orbitals alone. So $\phi=\sum_bu_bG|b\rangle$, and the absence of the orbitals requires $\sum_bG_{ab}u_b=0$. That is the same determinant condition. The equality of the two problems holds for the whole site, provided that the potential is infinite on all its orbitals.

**Q.** So the scalar equation is useless for silicon?

**A.** Symmetry saves it for the $p$ orbitals. The site has the symmetry of a tetrahedron, and $G$ has the symmetry of $H$. A half turn about the $x$ axis keeps $p_x$ and reverses $p_y$ and $p_z$. It turns $G_{xy}$ into $-G_{xy}$, so $G_{xy}=0$. A half turn about $y$ keeps $s$ and reverses $p_x$, so $G_{sx}=0$. The other mixed elements vanish in the same way. A threefold turn about a bond carries $x$ into $y$ and $y$ into $z$, so the three diagonal elements are equal. Call them $g_p$.

If the basis has one $p$ set per atom and no $d$ orbitals, the $p$ channel obeys $g_p(E)=1/V$ with $V$ the shift of the $p$ energy. Each root is a threefold level, called $T_2$. Everything in the scalar theory applies to it. The orbitals $d_{yz}$, $d_{zx}$ and $d_{xy}$ transform like $p_x$, $p_y$ and $p_z$ at a tetrahedral site, so in a basis that contains them the $T_2$ vacancy level needs a $2\times2$ determinant and is not the zero of $g_p$. Orbitals of $s$ type are unchanged by all these operations and belong to the species $A_1$. If the basis has two of them, they mix, and $A_1$ needs a $2\times2$ determinant.

An infinite potential on all of a site's orbitals gives the same condition for a gap level as the ideal vacancy, and for the $p$ orbitals of a tetrahedral site, in a basis with one $p$ set per atom and no $d$ orbitals, this reduces to a scalar equation. It remains to put numbers to this for a silicon-like host, to check them by actually removing an atom, and to ask how much carries over to real impurities and real silicon.
